# How Fermi-step smearing biases the grand potential and free energy, part 1

(Sections cited here and not found follow in the second part.)

A calculation on a metal replaces the sharp Fermi step by a smooth occupation function of width $\sigma$, because a sum over a finite set of $k$ points converges slowly when the integrand jumps. Whoever runs the calculation has to choose the shape of the smoothing and the value of $\sigma$, and afterwards has to decide which energy to report: the energy $E$, the free energy $F=E-\sigma S$, or a combination of the two. All three choices depend on how far the smeared result lies from the zero-width result and on how this distance scales with $\sigma$. For a fixed one-electron spectrum the answer has an exact part and an approximate part. The smeared grand potential is exactly the zero-width one averaged over chemical potentials with the broadening function as weight. Where the density of states is smooth, the bias has an asymptotic expansion in moments of the broadening function. This expansion need not converge, its first term contains the electron number and not the density of states, and it fails at band edges. In a gap all its terms after the first vanish, so it misses the whole bias of a broadening function with zero first moment.

## Setting and assumptions

The spin-summed density of states per cell is $g(\varepsilon)\ge 0$; it may contain delta functions, as it does for a finite $k$ mesh. The zero-width electron number and grand potential are
$$N_0(\mu)=\int g(\varepsilon)\,\theta(\mu-\varepsilon)\,d\varepsilon,\qquad \Omega_0(\mu)=-\int g(\varepsilon)\,(\mu-\varepsilon)_+\,d\varepsilon ,$$
where $\theta$ is the unit step and $(z)_+=z\,\theta(z)$.

(S1) The spectrum is fixed: $g$ depends neither on $\mu$, nor on $\sigma$, nor on the occupations.

(S2) $g$ vanishes below some $\varepsilon_{\min}$, and $N_0(\mu)\le K(1+|\mu|)^r$ for some constants $K$ and $r$.

Since $(\mu-\varepsilon)_+\le(\mu-\varepsilon_{\min})_+$ on the spectrum, $|\Omega_0(\mu)|\le(\mu-\varepsilon_{\min})_+N_0(\mu)$, so $\Omega_0$ is also bounded by a polynomial.

The broadening function $\tilde\delta(y)$ of a dimensionless variable $y$ has the moments and absolute moments
$$M_n=\int y^n\,\tilde\delta(y)\,dy,\qquad A_n=\int|y|^n\,|\tilde\delta(y)|\,dy .$$

(B1) $M_0=1$.

(B2) $A_n<\infty$ for every $n$.

(B3) $\tilde\delta$ is continuously differentiable and $y^n\tilde\delta'(y)$ is integrable for every $n$. This is used only for the results at fixed electron number and in mean field.

The function $\tilde\delta$ need be neither positive nor even. For a state of energy $\varepsilon$ the argument is $x=(\mu-\varepsilon)/\sigma$ with $\sigma>0$, so that deep states have $x\to+\infty$, and the occupation is
$$f(x)=\int_{-\infty}^{x}\tilde\delta(y)\,dy .$$
The opposite sign convention for $x$ would reverse the sign of all odd moments. With a dimensionless entropy function $s(x)$, fixed by Lemma 1, the smeared quantities are $N_\sigma=\int g f\,d\varepsilon$, $E_\sigma=\int g\,\varepsilon f\,d\varepsilon$, $S_\sigma=\int g\,s\,d\varepsilon$ and
$$\Omega_\sigma(\mu)=E_\sigma-\mu N_\sigma-\sigma S_\sigma=\int g(\varepsilon)\,\big[(\varepsilon-\mu)f(x)-\sigma s(x)\big]\,d\varepsilon .$$

## Three lemmas

**Lemma 1 (generalized entropy).** Give a state the trial argument $x'$ and the trial grand potential $\phi(x')=(\varepsilon-\mu)f(x')-\sigma s(x')$. Demand that $\phi$ be stationary at $x'=x$ for every $\varepsilon$, and that empty states carry no entropy, $s(-\infty)=0$. Then
$$s(x)=-\int_{-\infty}^{x}y\,\tilde\delta(y)\,dy,\qquad s(+\infty)=-M_1 .$$

*Proof.* With $\varepsilon-\mu=-\sigma x$ the derivative is $\phi'(x')=-\sigma[x\,\tilde\delta(x')+s'(x')]$. It vanishes at $x'=x$ for all $x$ if and only if $s'(x)=-x\,\tilde\delta(x)$. Integration from $-\infty$ gives $s$, and the limit $x\to+\infty$ is the definition of $-M_1$. $\square$

With this $s$ one has $\phi'(x')=\sigma(x'-x)\tilde\delta(x')$ and, for continuous $\tilde\delta$, $\phi''(x)=\sigma\tilde\delta(x)$. The stationary point is a minimum where $\tilde\delta>0$ and a maximum where $\tilde\delta<0$. Filled states carry no entropy only if $M_1=0$.

**Lemma 2 (one state).** $(\varepsilon-\mu)f(x)-\sigma s(x)=-\int\tilde\delta(y)\,(\mu-\sigma y-\varepsilon)_+\,dy$.

*Proof.* Insert the definitions of $f$ and $s$:
$$(\varepsilon-\mu)f-\sigma s=-\sigma x\int_{-\infty}^{x}\tilde\delta\,dy+\sigma\int_{-\infty}^{x}y\,\tilde\delta\,dy=-\int_{-\infty}^{x}\sigma(x-y)\,\tilde\delta(y)\,dy .$$
Now $\sigma(x-y)=\mu-\sigma y-\varepsilon$, and this is positive exactly for $y<x$. The upper limit can therefore be replaced by the positive part. $\square$

**Lemma 3 (zero width).** $\Omega_0(\mu)=-\int_{-\infty}^{\mu}N_0(m)\,dm$. Hence $\Omega_0'=-N_0$ wherever $N_0$ is continuous, $\Omega_0''=-g$ wherever $g$ is continuous, and $\Omega_0$ is concave.

*Proof.* Write $(\mu-\varepsilon)_+=\int_{-\infty}^{\mu}\theta(m-\varepsilon)\,dm$ and exchange the two integrals, which is allowed because the integrand is non-negative. The derivatives follow from the fundamental theorem of calculus, applied first to $\Omega_0$ and then to $N_0(\mu)=\int^{\mu}g$. Concavity holds because $N_0$ does not decrease. $\square$

## The theorem

**Theorem.** Assume (S1), (S2), (B1), (B2).

(A) For every $\mu$ and every $\sigma>0$,
$$\Omega_\sigma(\mu)=\int\tilde\delta(y)\,\Omega_0(\mu-\sigma y)\,dy .$$

(B) If $g$ is $p-1$ times continuously differentiable on the window $I=[\mu-d,\mu+d]$, with $p\ge1$ and $d>0$, then
$$\Omega_\sigma(\mu)-\Omega_0(\mu)=\sum_{n=1}^{p}T_n+R_p,\qquad T_1=\sigma M_1N_0(\mu),\qquad T_n=-\frac{(-\sigma)^nM_n}{n!}\,g^{(n-2)}(\mu)\quad(n\ge2),$$
$$|R_p|\le\frac{\sigma^{p+1}A_{p+1}}{(p+1)!}\sup_I|g^{(p-1)}|+\int_{|y|>d/\sigma}|\tilde\delta(y)|\,\big|\Omega_0(\mu-\sigma y)-P_p(-\sigma y)\big|\,dy ,$$
where $P_p$ is the Taylor polynomial of degree $p$ of $z\mapsto\Omega_0(\mu+z)$. The last integral, the tail, is $O(\sigma^q)$ for every $q$, so $R_p=O(\sigma^{p+1})$ as $\sigma\to0$.

*Proof of (A).* Multiply Lemma 2 by $g(\varepsilon)$ and integrate over $\varepsilon$. The double integral of the absolute value is
$$\int dy\,|\tilde\delta(y)|\int d\varepsilon\,g(\varepsilon)(\mu-\sigma y-\varepsilon)_+=\int|\tilde\delta(y)|\,|\Omega_0(\mu-\sigma y)|\,dy ,$$
which is finite because $|\Omega_0|$ is bounded by a polynomial in $|y|$ and all $A_n$ are finite. Fubini's theorem allows the $\varepsilon$ integral to be done first, and it gives $-\int g\,(\mu-\sigma y-\varepsilon)_+d\varepsilon=\Omega_0(\mu-\sigma y)$. $\square$

*Proof of (B).* By Lemma 3, $\Omega_0$ has $p+1$ continuous derivatives on $I$, with $\Omega_0^{(n)}=-N_0^{(n-1)}$ for $n\ge1$ and $N_0^{(n-1)}=g^{(n-2)}$ for $n\ge2$. Its Taylor polynomial is $P_p(z)=\Omega_0(\mu)-\sum_{n=1}^{p}N_0^{(n-1)}(\mu)z^n/n!$. Set $z=-\sigma y$ and integrate the polynomial over all $y$:
$$\int\tilde\delta(y)P_p(-\sigma y)\,dy=\Omega_0(\mu)-\sum_{n=1}^{p}\frac{(-\sigma)^nM_n}{n!}N_0^{(n-1)}(\mu).$$
The term $n=1$ is $-(-\sigma)M_1N_0=T_1$, and the others are the stated $T_n$. Subtracting this from (A) leaves
$$R_p=\int\tilde\delta(y)\,\big[\Omega_0(\mu-\sigma y)-P_p(-\sigma y)\big]\,dy .$$
Split the integral at $|y|=d/\sigma$. For $|y|\le d/\sigma$ the point $\mu-\sigma y$ lies in $I$, and Lagrange's form of the remainder gives the bracket as $-g^{(p-1)}(\xi)(-\sigma y)^{p+1}/(p+1)!$ with $\xi\in I$. Its modulus is at most $\sigma^{p+1}|y|^{p+1}\sup_I|g^{(p-1)}|/(p+1)!$, and extending the $y$ integral to the whole line yields $A_{p+1}$. This is the first term of the bound; the outer region gives the tail. For the size of the tail, both $\Omega_0(\mu+z)$ and $P_p(z)$ are bounded by $K'(1+|z|^m)$ with some integer $m$. In the outer region $1\le(\sigma|y|/d)^q$ for any $q$, so
$$\text{tail}\le 2K'\int|\tilde\delta|\,(1+\sigma^m|y|^m)\,\frac{\sigma^q|y|^q}{d^q}\,dy=\frac{2K'\sigma^q}{d^q}\,\big(A_q+\sigma^mA_{m+q}\big).\qquad\square$$

*Remark 1 (meaning).* Part (A) says that a smeared system is a weighted family of sharp systems whose Fermi levels are spread over a range of order $\sigma$. The entropy term makes this true for the grand potential; $E_\sigma-\mu N_\sigma$ alone has a different expansion (Corollary 1).

*Remark 2 (sign).* If $\tilde\delta\ge0$, it is a probability density, and Jensen's inequality for the concave $\Omega_0$ gives $\Omega_\sigma(\mu)\le\Omega_0(\mu-\sigma M_1)$ for any spectrum. With $M_1=0$ the bias is never positive. A non-negative $\tilde\delta$ also has $M_2>0$. The $\sigma^2$ term can thus be removed only by a broadening function that is negative somewhere.

*Remark 3 (first moment).* Put $\tilde\delta_c(u)=\tilde\delta(u+M_1)$, which has zero first moment. The substitution $y=u+M_1$ in (A) shows that $\Omega_\sigma(\mu)$ equals the grand potential of the centred function at $\mu-\sigma M_1$. A first moment is a shift of the chemical potential, and $T_1=(-\sigma M_1)\,\Omega_0'$ is the linear response to it.

**Corollary 1.** Under the assumptions of (A), with $\tilde\delta$ integrable as assumed,
$$N_\sigma=\int\tilde\delta(y)N_0(\mu-\sigma y)\,dy=-\frac{\partial\Omega_\sigma}{\partial\mu},\qquad S_\sigma=-\int y\,\tilde\delta(y)N_0(\mu-\sigma y)\,dy=-\frac{\partial\Omega_\sigma}{\partial\sigma}.$$
If $g$ is smooth near $\mu$, then asymptotically
$$N_\sigma-N_0\sim\sum_{n\ge1}\frac{(-\sigma)^nM_n}{n!}g^{(n-1)}(\mu),\qquad-\sigma S_\sigma\sim\sum_{n\ge1}nT_n,\qquad E_\sigma-\mu N_\sigma-\Omega_0\sim\sum_{n\ge2}(1-n)T_n .$$

*Proof.* Since $y<x$ is equivalent to $\varepsilon<\mu-\sigma y$, one has $f(x)=\int\tilde\delta(y)\theta(\mu-\sigma y-\varepsilon)dy$ and $s(x)=-\int y\tilde\delta(y)\theta(\mu-\sigma y-\varepsilon)dy$. Integration with $g$, exchanged as in (A), gives the two convolutions. In (A), $\Omega_0$ has the derivative $-N_0$ except at the countably many jumps of $N_0$, and its difference quotients are bounded by a polynomial, so dominated convergence allows differentiation under the integral. The $\mu$ derivative is $-\int\tilde\delta N_0=-N_\sigma$. The $\sigma$ derivative carries the inner factor $-y$ and is $+\int y\tilde\delta N_0=-S_\sigma$. For the series, repeat the proof of (B) with $N_0$ in place of $\Omega_0$. This gives the first series directly, and for the entropy
$$-\sigma S_\sigma\sim\sigma\sum_{j\ge0}\frac{(-\sigma)^jM_{j+1}}{j!}N_0^{(j)}=-\sum_{n\ge1}\frac{(-\sigma)^nM_n}{(n-1)!}N_0^{(n-1)}=\sum_{n\ge1}nT_n ,$$
with $n=j+1$ and $\sigma(-\sigma)^{j}=-(-\sigma)^{n}$. The third series follows from $E_\sigma-\mu N_\sigma=\Omega_\sigma+\sigma S_\sigma$. $\square$

## The moments of five broadening functions

The Gaussian moments $G_n=\pi^{-1/2}\int u^ne^{-u^2}du$ vanish for odd $n$. Integration by parts, $\int u^{n+1}\,(u\,e^{-u^2})\,du=\tfrac{n+1}{2}\int u^ne^{-u^2}du$, gives $G_{n+2}=\tfrac{n+1}{2}G_n$, so $G_0=1$, $G_2=\tfrac12$, $G_4=\tfrac34$, $G_6=\tfrac{15}8$, $G_8=\tfrac{105}{16}$. Below, $\gamma(u)=e^{-u^2}/\sqrt\pi$, with $\gamma'=-2u\gamma$, and $\Phi(u)=\int_{-\infty}^u\gamma=\tfrac12(1+\operatorname{erf}u)$. Each closed form of $f$ and $s$ is confirmed by checking $f'=\tilde\delta$, $s'=-x\tilde\delta$ and the vanishing at $-\infty$.

*Fermi–Dirac (FD).* With $\sigma=k_BT$ and $f=1/(1+e^{-x})$, one has $\tilde\delta=f(1-f)=1/[4\cosh^2(x/2)]$, which is even. The mixing entropy $s=-f\ln f-(1-f)\ln(1-f)$ has $ds/df=\ln[(1-f)/f]=-x$, so it is the entropy of Lemma 1. For $y>0$ and $v=e^{-y}$, $\tilde\delta=v/(1+v)^2=\sum_{j\ge1}(-1)^{j-1}j\,e^{-jy}$. With $\int_0^\infty y^{2k}e^{-jy}dy=(2k)!/j^{2k+1}$ the integrated terms have the absolute sum $(2k)!\,\zeta(2k)$, finite for $k\ge1$, so term-by-term integration is allowed:
$$M_{2k}=2(2k)!\,\eta(2k),\qquad\eta(w)=\sum_{j\ge1}\frac{(-1)^{j-1}}{j^{w}}=\zeta(w)-2\sum_{j\ge1}\frac1{(2j)^w}=(1-2^{1-w})\zeta(w).$$
The values $\zeta(2)=\pi^2/6$, $\zeta(4)=\pi^4/90$, $\zeta(6)=\pi^6/945$ give $M_2=\pi^2/3$, $M_4=7\pi^4/15$, $M_6=31\pi^6/21$. Then $T_2=-\tfrac{\pi^2}{6}(k_BT)^2g(\mu)$, and the theorem is the Sommerfeld expansion. If $T$ is the physical temperature, this "bias" is the true thermal part of the grand potential of independent electrons.

*Gaussian.* $\tilde\delta=\gamma(y)$, $f=\Phi(x)$, $s=\gamma(x)/2$, $M_n=G_n$.

*Methfessel–Paxton, first order (MP1).* $\tilde\delta=(\tfrac32-y^2)\gamma(y)$. The occupation is $f=\Phi+\tfrac12x\gamma$, since $f'=\gamma+\tfrac12(1-2x^2)\gamma$. The entropy is $s=\tfrac14(1-2x^2)\gamma$, since $s'=[-x-\tfrac12x(1-2x^2)]\gamma=-x(\tfrac32-x^2)\gamma$. The moments are $M_n=\tfrac32G_n-G_{n+2}$: $M_0=\tfrac32-\tfrac12=1$, $M_2=\tfrac34-\tfrac34=0$, $M_4=\tfrac98-\tfrac{15}8=-\tfrac34$, $M_6=\tfrac{45}{16}-\tfrac{105}{16}=-\tfrac{15}4$. As $\tilde\delta<0$ for $y<-\sqrt{3/2}$, the occupation is negative there.

*Marzari–Vanderbilt cold smearing (MV).* $\tilde\delta=(2-\sqrt2\,y)\,\gamma(y-a)$ with $a=1/\sqrt2$. In the variable $u=y-a$, and with $\sqrt2=2a$ and $2a^2=1$, this is $(1-2au)\gamma(u)$. With $u=x-a$, the occupation is $f=\Phi(u)+a\gamma(u)$. The product $(u+a)(1-2au)=u+a-2au^2-u=a(1-2u^2)$ and $(u\gamma)'=(1-2u^2)\gamma$ give $s=-au\,\gamma(u)$. Writing $\langle\cdot\rangle$ for the average over $\gamma(u)$, $M_n=\langle(u+a)^n\rangle-2a\langle u(u+a)^n\rangle$, and
$$M_1=a-2aG_2=0,\qquad M_2=(G_2+a^2)-2a\cdot2aG_2=1-1=0,$$
$$M_3=(3aG_2+a^3)-2a(G_4+3a^2G_2)=2a-3a=-a,$$
$$M_4=(G_4+6a^2G_2+a^4)-2a(4aG_4+4a^3G_2)=\tfrac52-4=-\tfrac32 .$$
Here $\tilde\delta$ is positive for $y<\sqrt2$ and negative beyond, so $f$ rises from zero, exceeds one and falls back to one; it is never negative.

*Shifted Gaussian.* $\tilde\delta=\gamma(y-b)$ with $b=\tfrac12$ serves only to display $T_1$. It has $f=\Phi(x-b)$, $s=\tfrac12\gamma(x-b)-bf$, $M_1=b$, $M_2=b^2+\tfrac12$.

The leading bias is of order $\sigma^2$ for FD and Gaussian smearing, $\sigma^4$ for MP1, $\sigma^3$ for MV and $\sigma$ for the shifted Gaussian, provided the derivative of $g$ in that term does not vanish at $\mu$. All five functions satisfy (B1) to (B3).

## Fixed electron number

**Corollary 2.** Let $M_1=0$, let (B3) hold, let $g$ be infinitely differentiable near $\mu_0$ with $g\equiv g(\mu_0)>0$, and let $n\ge2$ be the order of the first non-zero moment. Fix $N=N_0(\mu_0)$ and write $\Delta(\mu)=\Omega_\sigma(\mu)-\Omega_0(\mu)$, with $\Delta$ and its derivatives taken at $\mu_0$ where no argument is shown. For small $\sigma$ there is one solution $\mu_\sigma=\mu_0+\delta\mu$ of $N_\sigma(\mu)=N$ near $\mu_0$, and with $F_\sigma=E_\sigma-\sigma S_\sigma$ and $E_0=\Omega_0(\mu_0)+\mu_0N$,
$$\delta\mu=\frac{\Delta'}{g}+O(\sigma^{2n}),\qquad F_\sigma-E_0=\Delta+\frac{\Delta'^2}{2g}+O(\sigma^{3n}),\qquad\frac{dF_\sigma}{d\sigma}\bigg|_N=-S_\sigma .$$

*Proof.* Write $N_\sigma(\mu)=\sigma^{-1}\int\tilde\delta\big((\mu-m)/\sigma\big)N_0(m)\,dm$ and differentiate: $\partial_\mu N_\sigma=\sigma^{-1}\int\tilde\delta'(y)N_0(\mu-\sigma y)\,dy$. By (B3) the argument of (B) applies with $\tilde\delta'$ as weight. Integration by parts gives $\int\tilde\delta'=0$ and $\int y^j\tilde\delta'=-jM_{j-1}$, so $\partial_\mu N_\sigma\sim\sum_{j\ge1}(-\sigma)^{j-1}M_{j-1}g^{(j-1)}/(j-1)!=g(\mu)+O(\sigma^n)$. The bounds are uniform for $\mu$ near $\mu_0$. Thus $\Delta$, $\Delta'=-(N_\sigma-N_0)$ and $\Delta''=-(\partial_\mu N_\sigma-g)$ are all $O(\sigma^n)$, and $N_\sigma$ increases strictly near $\mu_0$, which gives a unique, differentiable $\mu_\sigma$. The condition $N_\sigma(\mu_\sigma)=N$ reads $N_0(\mu_0+\delta\mu)-N_0(\mu_0)=\Delta'(\mu_0+\delta\mu)$, that is $g\,\delta\mu+O(\delta\mu^2)=\Delta'+O(\sigma^n\delta\mu)$, which is the first claim. Next, $F_\sigma=\Omega_\sigma(\mu_\sigma)+\mu_\sigma N$, and Taylor expansion with $\Omega_0'=-N$, $\Omega_0''=-g$, $\Omega_0'''=-g'$ gives
$$F_\sigma-E_0=-\tfrac12g\,\delta\mu^2-\tfrac16g'\delta\mu^3+\Delta+\Delta'\delta\mu+\tfrac12\Delta''\delta\mu^2+O(\sigma^{4n}).$$
The terms $-N\delta\mu$ and $+N\delta\mu$ have cancelled. Put $\delta\mu=\Delta'/g+\rho$ with $\rho=O(\sigma^{2n})$. Then $-\tfrac12g\,\delta\mu^2+\Delta'\delta\mu=\Delta'^2/(2g)-\tfrac12g\rho^2$, and the two remaining terms are $O(\sigma^{3n})$. Finally $dF_\sigma/d\sigma=\partial_\sigma\Omega_\sigma+(\partial_\mu\Omega_\sigma+N)\,d\mu_\sigma/d\sigma$, where the bracket vanishes by Corollary 1. $\square$

For $n=2$, Corollary 1 gives $\Delta'=-\tfrac12M_2\sigma^2g'+\dots$, so to leading order $\delta\mu=-M_2\sigma^2g'/(2g)$ and the extra term is $M_2^2\sigma^4g'^2/(8g)$. The leading bias of $F$ at fixed $N$ equals that of $\Omega$ at fixed $\mu$; the two differ first at order $\sigma^{2n}$. The condition $g>0$ is essential, since $g$ stands in the denominators.

**Corollary 3 (extrapolation).** Under the same assumptions $F_\sigma-E_0\sim\sum_{m\ge n}a_m\sigma^m$, and
$$E_\sigma-E_0\sim\sum_{m\ge n}(1-m)a_m\sigma^m,\qquad\frac{E_\sigma+(n-1)F_\sigma}{n}-E_0\sim\sum_{m>n}\frac{n-m}{n}\,a_m\sigma^m .$$

*Proof.* The equation $g\,\delta\mu=\Delta'(\mu_0+\delta\mu)-[N_0(\mu_0+\delta\mu)-N-g\,\delta\mu]$ can be iterated; each substitution gains $n$ orders, so $\delta\mu$ has an asymptotic power series in $\sigma$. Inserting it into the series of $\Omega_\sigma$ and $S_\sigma$ gives power series for $F_\sigma$ and for $S_\sigma\sim\sum_m b_m\sigma^{m-1}$. An asymptotic series may be integrated term by term, so $dF/d\sigma=-S$ gives $a_m=-b_m/m$. Then $E=F+\sigma S$ has the coefficients $a_m+b_m=(1-m)a_m$, and the combination has $[(1-m)+(n-1)]a_m/n$. $\square$

For an even $\tilde\delta$ all odd moments vanish and every series above for energies runs in powers of $\sigma^2$. The extrapolated energy is $(E+F)/2$ for FD and Gaussian smearing, with residual of order $\sigma^4$; $(E+3F)/4$ for MP1, with residual $\sigma^6$; and $(E+2F)/3$ for MV, with residual $\sigma^4$.

## A mean-field extension

A self-consistent spectrum violates (S1), and (A) no longer describes the total energy. A model shows what survives. Add a repulsion $\tfrac12Un^2$ per cell, with $U>0$ and $n=\int g\,f(x'(\varepsilon))\,d\varepsilon$, to the trial functional $\int g\,[(\varepsilon-\mu)f(x')-\sigma s(x')]\,d\varepsilon$. Variation with respect to $x'(\varepsilon)$, with $s'=-x'\tilde\delta$, gives $g\,\tilde\delta(x')[\varepsilon-\mu+Un+\sigma x']=0$, solved by $x'=(m-\varepsilon)/\sigma$ with $m=\mu-Un$ and $n=N_\sigma(m)$. Writing $\varepsilon-\mu=(\varepsilon-m)-Un$, the stationary value is $\Omega_\sigma(m)-Un^2+\tfrac12Un^2=\Psi(m)$ with
$$\Psi(m)=\Omega_0(m)+\Delta(m)-\frac{(\mu-m)^2}{2U},\qquad\Psi'(m)=-N_\sigma(m)+\frac{\mu-m}{U}=0 .$$
The zero-width part of $\Psi$ is stationary at the zero-width solution $m_0$ and has the second derivative $-(g+1/U)$ there. The proof of Corollary 2 goes through with $g$ replaced by $g+1/U$ in the quadratic term. In this model the bias is
$$\Delta(m_0)+\frac{U\Delta'^2}{2(1+Ug)}+O(\sigma^{3n}).$$
The leading term is that of the fixed spectrum, and self-consistency enters at order $\sigma^{2n}$. For $U\to0$ the extra term vanishes, and for $U\to\infty$ it tends to $\Delta'^2/(2g)$, because a strong repulsion pins the electron number.

For a fixed spectrum, the smeared grand potential is exactly the zero-width one averaged over chemical potentials, and where the density of states is smooth its bias has an asymptotic expansion in moments of the broadening function, with consequences derived at fixed electron number and in a mean-field model. It remains to show where the series fails and to test the results numerically on a tight-binding chain.
